Why carrier capture survives cooling: tunnelling between displaced oscillators

Cool a semiconductor containing a deep defect, and capture of free electrons by that defect may slow down at first, as if the lattice had to be lifted over a barrier. If that were the whole mechanism, capture would stop in the cold: at 20 K the thermal energy is less than 2 meV, while such a barrier may be tens of meV high. What keeps the capture going?

**The model**

Let one lattice mode carry the relaxation around the defect. Its coordinate x is dimensionless, x = (a + a†)/√2, and its quantum is ħω. With the electron free at the band edge, and with the electron bound, the lattice potentials are

V_i = ½ħω x²

V_f = ½ħω (x − d)² − ΔE, d = √(2S).

Binding displaces the minimum by d and lowers it by ΔE = pħω, with p an integer. The relaxation energy is λ = ½ħωd² = Sħω. Both states have the same frequency, the lattice is in equilibrium before capture, and the captured state relaxes quickly and does not return.

For weak electronic coupling the golden rule applies. Let M₀ be the coupling of an electron confined to a small volume v_a. An electron spread over a volume Ω has squared coupling M₀²v_a/Ω. Multiplying its capture rate by Ω gives the capture coefficient per free electron:

C = (2π/ħ) M₀² v_a F

F = Σ_m P_m Σ_n |⟨m|ñ⟩|² δ(ΔE + mħω − nħω).

Here P_m is the thermal population of the initial level m, and |ñ⟩ is a level of the displaced well. A single undamped mode gives isolated spikes, hence no steady rate. In a solid, coupling to many modes of different frequency broadens them. The thermal spread of carrier energies, about kT, is too small to do this in the cold. I assume that the lattice broadening fills the gaps between spikes, and take one final level per ħω:

F = R/ħω, R = Σ_m P_m |⟨m|ñ⟩|² with n = m + p.

**What a classical lattice does**

The delta function in F can be written as a time integral of ⟨exp(iH_i t/ħ) exp(−iH_f t/ħ)⟩. If position and momentum are treated as commuting, the kinetic energies cancel and F becomes the thermal probability density for zero gap U = V_i − V_f. Expanding the square in V_f gives

U = ħωd x + ΔE − λ.

Classical equipartition gives ⟨x²⟩ = kT/ħω. Thus U is Gaussian, with mean ΔE − λ and variance (ħωd)² kT/ħω = 2λkT. Its density at U = 0 is

F_cl = (4πλkT)^(−1/2) exp(−E_b/kT), E_b = (ΔE − λ)²/(4λ).

The gap vanishes at x_c = (λ − ΔE)/(ħωd) = (S − p)/d. The initial potential there is ½ħωx_c² = ħω(S − p)²/(4S) = E_b, so the activation energy is the height of the crossing.

For p ≠ S, F_cl vanishes as T → 0 because a classical oscillator comes to rest at x = 0. For p = S there is no barrier, and F_cl instead diverges as T^(−1/2), because the distribution collapses onto the crossing. Both failures come from letting the width of x shrink to zero.

**The quantum thermal sum**

The displaced levels are |ñ⟩ = D|n⟩, with D = exp[√S(a† − a)]. Let N = a†a, and collect the overlaps in

g(θ) = Σ_mn P_m |⟨m|D|n⟩|² e^(iθ(n−m)) = ⟨D e^(iθN) D† e^(−iθN)⟩.

The coefficient of e^(ipθ) is R. Conjugation by e^(iθN) turns a† into a†e^(iθ) and a into ae^(−iθ). The two exponents in the product are therefore A = √S(a† − a) and B = −√S(a†e^(iθ) − ae^(−iθ)). Their commutator is a number, [A,B] = 2iS sin θ, so e^A e^B = e^(A+B) e^(iS sin θ). The sum is A + B = βa† − β*a ≡ L, with β = √S(1 − e^(iθ)).

To average e^L, let f(s) = ⟨e^(sL)⟩ and let n_B = 1/(e^(ħω/kT) − 1). For the thermal density operator ρ, aρ = e^(−ħω/kT)ρa. Cyclicity of the trace then gives, for any operator X,

⟨aX⟩ = (n_B + 1)⟨[a,X]⟩, ⟨a†X⟩ = −n_B⟨[a†,X]⟩.

With X = e^(sL), the commutators are [a,X] = sβX and [a†,X] = sβ*X. Hence

f′ = β⟨a†X⟩ − β*⟨aX⟩ = −(2n_B + 1)s|β|² f,

so f(1) = exp[−(n_B + ½)|β|²]. Since |β|² = 2S(1 − cos θ),

g = exp[−S(2n_B+1)(1 − cos θ) + iS sin θ]
  = exp[−S(2n_B+1) + S(n_B+1)e^(iθ) + S n_B e^(−iθ)].

Expand the last two exponentials. A factor e^(ipθ) needs p + k powers of the first and k of the second:

R = e^(−S(2n_B+1)) Σ_k [S(n_B+1)]^(p+k) (S n_B)^k / [(p+k)! k!].

**The cold limit**

At T = 0, n_B = 0 and the k = 0 term alone survives:

R(0) = e^(−S) S^p/p!.

This is finite. For the first correction, keep terms linear in n_B. The prefactor gives −2S, the factor (n_B+1)^p gives p, and the k = 1 term gives S²/(p+1):

R(T)/R(0) ≈ 1 + n_B[p − 2S + S²/(p+1)]
          = 1 + n_B[(p+1−S)²/(p+1) − 1].

At low temperature n_B ≈ e^(−ħω/kT), so the departure from the plateau is governed by the phonon energy, not by E_b. The bracket can be negative: near p + 1 = S, warming initially slows capture.

**Where the electron is transferred**

The crossing keeps its meaning in the quantum problem. Resonant states have equal energies, so ⟨m|(H_i − H_f)|ñ⟩ = 0. The kinetic terms cancel in H_i − H_f, leaving V_i − V_f = ħωd(x − x_c). Therefore

⟨m|x|ñ⟩ = x_c ⟨m|ñ⟩.

If the electronic coupling varies linearly with x, its matrix element is its value at x_c times the ordinary overlap. This holds even for m = 0, whose energy may lie below the crossing. For such a coupling the classical picture gives the right place of transfer but the wrong cost of being there. A coupling quadratic in x is not fixed by x_c alone.

**The overlap as a tunnelling factor**

Stirling's formula, p! ≈ √(2πp) p^p e^(−p), turns the cold result into

R(0) ≈ e^(−Θ)/√(2πp), Θ = S − p + p ln(p/S).

To see that Θ is a tunnelling exponent, take p < S, so that the crossing lies on the side of the displaced minimum. To leading order, measure both motions from the energy of the initial minimum and leave the zero-point energy to the prefactor. Under the initial parabola the action, in units of ħ, is

A_i = ∫₀^(x_c) x dx = x_c²/2.

Under the final parabola put y = d − x. The forbidden stretch runs from the turning point y = √(2p) to y_c = d − x_c = (S + p)/d. The integral is

A_f = ∫ √(y² − 2p) dy
    = [½y√(y² − 2p) − p ln(y + √(y² − 2p))].

At the crossing the potentials agree, so √(y_c² − 2p) = x_c, and y_c + x_c = d. Thus A_f = ½x_c y_c − p ln(d/√(2p)) = ½x_c y_c − ½p ln(S/p). Adding the pieces,

A_i + A_f = ½x_c(x_c + y_c) − ½p ln(S/p)
          = ½(S − p) − ½p ln(S/p).

The probability carries twice this action, which is Θ. The initial state reaches the crossing through its tail, and the final state reaches back to it through its own.

For p > S, the crossing lies beyond the initial minimum on the side away from the displaced one. Now √(y_c² − 2p) = |x_c| and y_c + |x_c| = 2p/d, so A_f = ½|x_c|y_c − ½p ln(p/S). Since y_c − |x_c| = d, the difference gives

2(A_i − A_f) = S − p + p ln(p/S) = Θ.

Both wells now lie on the same side of the crossing, and both wavefunctions decay towards it, so Θ is not given by the product of two tails there. It is instead twice a signed action: out to the crossing under the initial parabola, counted positive, and back under the final one, counted negative.

In either case, fix λ and ΔE and reduce ħω, as for heavier atoms on the same potentials. S and p grow as 1/ħω, and so does Θ. Tunnelling disappears exponentially in the classical limit.

**What an Arrhenius slope measures**

Write R = Σ_m e^(−mħω/kT) B_m/Z, where B_m = |⟨m|ñ⟩|² and Z = Σ_m e^(−mħω/kT). Differentiating numerator and denominator gives

−d ln R/d(1/kT) = ħω(⟨m⟩_cap − n_B),

where ⟨m⟩_cap is the mean level from which captures occur. The slope is thus an energy difference between capturing oscillators and typical ones. It vanishes in the cold because both are in m = 0.

**How the classical law returns**

Let b = ħω/2kT and r = p/S. Then 2n_B + 1 = coth b, n_B + 1 = e^b/(2 sinh b) and n_B = e^(−b)/(2 sinh b). Write R = (1/2π)∫g e^(−ipθ)dθ and set θ = i(b − u). The exponent becomes

h(u) = −S coth b + S cosh u/sinh b + p(b − u).

It is stationary when sinh u = r sinh b, so u = rb to leading order. The neglected part of u is of order b³ and enters h quadratically, multiplied by S/b, so it matters only at order b⁵. Insert u = rb and expand coth b = 1/b + b/3 − b³/45 and 1/sinh b = 1/b − b/6 + 7b³/360. The 1/b terms cancel, leaving

h = −½S(1 − r)² b + S(1 − r²)² b³/24 + …

The first term is −E_b/kT. The second derivative is approximately S/b, so the Gaussian integral gives R ≈ e^h/√(2πS/b), and division by ħω reproduces F_cl. The prefactor adds corrections of order b² and b/S. When b and rb are small and Sb(1 − r²)² is large, these are outweighed and

ln(F/F_cl) ≈ S(1 − r²)² b³/24.

The classical law needs this quantity, as well as b, to be small. A large S therefore demands a higher temperature than kT ≫ ħω/2 alone.

**A strongly relaxing centre**

Take ħω = 0.040 eV, S = 20 and p = 8. Then λ = 0.80 eV, ΔE = 0.32 eV and E_b = (0.48)²/3.20 = 0.072 eV. The ground level, at ħω/2 = 0.020 eV, lies 0.052 eV below the crossing.

The actions are A_i = 1.80 and A_f = 0.53, so Θ = 4.67. The Stirling form gives R(0) ≈ e^(−4.67)/√(16π) ≈ 0.00132; the exact overlap gives 0.00131. With M₀ = 0.010 eV and v_a = 10⁻²¹ cm³, C at 0 K is 3.1×10⁻¹¹ cm³/s. The coefficients on cooling, in cm³/s, are:

300 K: quantum 1.5×10⁻¹⁰, classical 1.2×10⁻¹⁰
150 K: quantum 5.1×10⁻¹¹, classical 1.0×10⁻¹¹
77 K: quantum 3.2×10⁻¹¹, classical 7.2×10⁻¹⁴
20 K: quantum 3.1×10⁻¹¹, classical 5.2×10⁻²⁷

The classical value falls to the zero-temperature tunnelling value at 194 K. Tunnelling matters well above that: at 300 K, 62 % of captures already start from levels below the crossing. The mean capturing level is 1.267 and n_B is 0.270, so the apparent activation energy is 0.040 × 0.997 = 0.040 eV, against E_b − kT/2 = 0.059 eV classically. At 77 K it is 0.001 eV. The high-temperature formula predicts ln(F/F_cl) = 0.272 at 300 K and the full sum gives 0.275, but so close a match is partly accidental: b = 0.77 is not small and the neglected terms nearly cancel there. At b = 0.4 the formula gives 0.038 against 0.046 for the full sum, because Sb is then too small to outweigh the prefactor corrections.

A tempting repair keeps the classical Gaussian but replaces kT by ½ħω coth(ħω/2kT). Expanding ln g to second order in θ shows that S(2n_B+1) is indeed the variance of the phonon number change. At 0 K, however, this estimate is 1.86 times the quantum result. Its exponent, (S − p)²/(2S) = 3.60, equals 2A_i: it includes the zero-point tail of the initial state but omits the further cost 2A_f = 1.07 in the final one.

Halving ħω at fixed λ and ΔE multiplies the cold rate by 0.013. On the other side of the barrierless point, S = 5 and p = 15 at the original ħω give E_b = 0.20 eV. Yet F at 0 K is 0.0039 per eV, above the classical 0.0017 per eV at 300 K. With the same p and the same barrier height, S = 45 gives only 3.4×10⁻⁶ per eV at 0 K. The two actions have the same sizes in both cases, but for S = 45 they add and for S = 5 they subtract. Barrier height alone is therefore a poor guide to cold capture.

**Beside a real defect**

These parameters were chosen with deep centres in 4H-SiC in mind, but they describe no identified defect. The phonon energy is a plausible effective value; S = 20 is on the strong side, and M₀ and v_a are chosen, so the absolute coefficient is illustrative. With a rough mass of 0.4 electron masses, the 300 K cross-section is 9×10⁻¹⁸ cm². The estimated hopping chance per crossing for a confined carrier is 0.10, so weak coupling is reasonable but not extreme. Making the final mode 10 % softer, with the displacement and the energy between the two lowest levels fixed and the final levels smeared by half a quantum, raises C by 2.6 times at 300 K and 5.2 times at 20 K. Releasing one more quantum raises it by 1.5 and 2.2 times. Thermal carriers also bring kinetic energy, which the coefficients above leave out; averaging over it would multiply C by about 1.5 at 300 K and 1.2 at 77 K. Gaussian smearing of the final levels, with a standard deviation of half a quantum, changes it by 3 % and 8 %. If the smearing were much narrower, C would depend strongly on how closely the levels match. All these values are for zero field. A field heats the carriers and also lets them tunnel to the defect from a distance. At 0.1 MV/cm, for carriers still at the lattice temperature and counted by their classical density, the tunnelling changes C little at 300 K but raises it about 5 times at 77 K for a mass of 0.4. That factor depends exponentially on the mass along the field: it is about 3 for 0.58 and about 9 for 0.31, roughly the spread of the 4H-SiC masses by direction.

The choice of S matters more: S = 15 with the same p raises C at 0 K by 15 times. Charge can matter as much or more. The standard Coulomb (Sommerfeld) factor, averaged over thermal electrons with a rough permittivity of 10, multiplies C for a singly charged repulsive centre by 0.0097 at 300 K and 0.00021 at 77 K. Capture can then fall steeply on cooling although the lattice tunnels; an attractive centre gives factors of 10 and 20 instead. These averages treat the lattice factor as independent of carrier energy. A repulsive centre selects fast electrons, which release more energy; averaged jointly, the ratios to a neutral centre become 0.016 and 0.00034 for repulsion, and 9 and 19 for attraction. Carrier supply is a separate matter: for 10¹⁶ cm⁻³ uncompensated donors 0.06 eV deep, the free fraction drops from 99 % to 11 % between these temperatures. That reduces the capture rate per defect, but not C. Nor does C include thermal release of the captured electron, which for a level 0.32 eV deep at 300 K rivals capture when the free-electron density is several times 10¹³ cm⁻³. A measured decline on cooling can therefore be assigned to the lattice only after the charge state and the free-carrier density have been accounted for. Even then it need not mean that a barrier is being climbed: for very small S the thermal sum reduces to R ∝ (n_B+1)^p, which falls on cooling because stimulated phonon emission dies out.

Table of computed values

```
phonon energy 0.040 eV, S 20, p 8
released energy 0.32 eV, relaxation 0.80 eV
coupling 0.010 eV, volume 1e-21 cm3
crossing height 0.0720 eV, at x 1.897
final minimum at x 6.325
ground level below crossing by 0.0520 eV
line weight at 0 K 1.3087e-03
C quantum at 0 K 3.123e-11 cm3/s
300 K: C quantum 1.522e-10, classical 1.156e-10 cm3/s, ratio 1.32
200 K: C quantum 7.833e-11, classical 3.517e-11 cm3/s, ratio 2.23
150 K: C quantum 5.081e-11, classical 1.009e-11 cm3/s, ratio 5.04
77 K: C quantum 3.217e-11, classical 7.165e-14 cm3/s, ratio 449
40 K: C quantum 3.123e-11, classical 4.349e-18 cm3/s, ratio 7.18e+06
20 K: C quantum 3.123e-11, classical 5.215e-27 cm3/s, ratio 5.99e+15
classical C equals 0 K tunnelling C at 193.8 K
300 K: activation quantum 0.03986, classical 0.05907 eV
300 K: mean capturing level 1.2670, occupation 0.27037
300 K: captures from levels below crossing 62.37 %
77 K: activation quantum 0.00118, classical 0.06868 eV
77 K: mean capturing level 0.0319, occupation 0.00242
77 K: captures from levels below crossing 99.97 %
actions/hbar: initial 1.8000, final 0.5348
tunnelling exponent 4.6697
thermal correction / n: 12.445
same for S=9, p=8: -1.000
0 K rate factor if phonon energy halves: 1.333e-02
300 K ln(quantum/classical): 0.2753, estimate 0.2723
0 K effective-temperature estimate / quantum 1.863
second case: S 5, p 15, crossing 0.200 eV
second case: F quantum 0 K 3.931e-03 1/eV
second case: F classical 300 K 1.713e-03 1/eV
300 K factors: final mode 10% softer 2.607, half-quantum smearing 1.030
300 K factor: one more released quantum 1.509
20 K factors: final mode 10% softer 5.164, half-quantum smearing 1.082
20 K factor: one more released quantum 2.222
rough mass 0.4 m_e, permittivity 10, 3 valleys
donors 1e+16 cm-3, depth 0.06 eV
300 K charged-centre factor: attractive 10.30, repulsive 9.69e-03
300 K free-electron fraction 9.895e-01
77 K charged-centre factor: attractive 20.30, repulsive 2.06e-04
77 K free-electron fraction 1.139e-01
300 K thermal speed 1.701e+07 cm/s, cross-section 8.95e-18 cm2
decay length 0.546 nm; energy at 0.1 MV/cm 0.0055 eV
300 K hopping chance per crossing, confined carrier 0.097
```
